# Exact exchange, 2D LDA and 2D B88 for Taut's two-electron dot: a numerical check

```python
"""Exchange energy of the two-electron parabolic dot in two dimensions.

Result under test: at omega = 1 the ground state is
    Psi = N (1 + r12) exp(-(r1^2 + r2^2)/2),  E = 3 Hartree,
and its exact Kohn-Sham exchange energy is Ex = -U/2, where
U = (1/2) int int n(r) n(r') / |r-r'| is the Hartree energy.
The 2D LDA and 2D B88 exchange functionals are evaluated on the same density.
Symbols: n density, n_s = n/2 density of one spin, q wave number,
s = |grad n_s| / n_s^(3/2) reduced gradient, v_H Hartree potential,
W exact interaction energy, Ts Kohn-Sham kinetic energy.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import ive, j0, j1, ellipkm1
from pyscf.dft import libxc

pi = np.pi
norm_sum = 3 + np.sqrt(2 * pi)
C_spin = 8 / (3 * np.sqrt(pi))


def gauss(a, b, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (t + 1) / 2, w * (b - a) / 2


def density(r):
    y = r * r
    poly = 2 + y + np.sqrt(pi) * ((1 + y) * ive(0, y / 2) + y * ive(1, y / 2))
    return 2 * np.exp(-y) * poly / (pi * norm_sum)


def density_slope(r):
    y = r * r
    poly_slope = 2 * r + np.sqrt(pi) * r * (ive(0, y / 2) + ive(1, y / 2))
    return -2 * r * density(r) + 2 * np.exp(-y) * poly_slope / (pi * norm_sum)


def density_transform(q):
    x = q * q / 8
    bessel_part = (1 - x) * ive(0, x / 2) + x * ive(1, x / 2)
    return 2 * np.exp(-x) * (np.exp(-x) * (3 - 2 * x)
                            + np.sqrt(2 * pi) * bessel_part) / norm_sum


# The wave function: full Hamiltonian in four coordinates by differences
def psi(c):
    return (1 + np.hypot(c[0] - c[2], c[1] - c[3])) * np.exp(-c @ c / 2)


local_energies = []
step = 1e-3
for point in ([0.3, 0.2, -0.5, 0.7], [1.1, -0.4, 0.2, 0.9],
              [-0.8, 0.6, 0.4, -1.2], [0.1, 0.0, 0.9, 0.3]):
    c = np.array(point)
    laplacian = sum(psi(c + step * e) - 2 * psi(c) + psi(c - step * e)
                    for e in np.eye(4)) / step**2
    r12 = np.hypot(c[0] - c[2], c[1] - c[3])
    local_energies.append(-laplacian / (2 * psi(c)) + c @ c / 2 + 1 / r12)
assert np.allclose(local_energies, 3.0, atol=1e-4)
E_total = 3.0

# The density from |Psi|^2, with electron 2 in polar coordinates about electron 1
t, wt = gauss(0, 12, 160)
angles = 2 * pi * np.arange(128) / 128


def integrate_electron_two(r):
    distance2 = r * r + t[:, None]**2 + 2 * r * t[:, None] * np.cos(angles)
    angular = np.exp(-distance2).mean(axis=1) * 2 * pi
    return np.exp(-r * r) * np.sum(wt * t * (1 + t)**2 * angular)


r_in, w_in = gauss(0, 1, 80)
r_out, w_out = gauss(1, 9, 180)
r = np.concatenate([r_in, r_out])
area = 2 * pi * r * np.concatenate([w_in, w_out])
raw = np.array([integrate_electron_two(a) for a in r])
norm_integral = np.sum(area * raw)
assert abs(norm_integral / (pi**2 * norm_sum) - 1) < 1e-9
n = density(r)
assert np.allclose(2 * raw / norm_integral, n, rtol=1e-8, atol=1e-13)
electron_count = np.sum(area * n)
assert abs(electron_count - 2) < 1e-10
slope = density_slope(r)
for a in (0.3, 1.0, 2.5):
    difference = (density(a + 1e-4) - density(a - 1e-4)) / 2e-4
    assert abs(difference - density_slope(a)) < 1e-7

# Hartree energy in momentum space; orbital exchange integral in real space
q, wq = gauss(0, 22, 240)
nq = density_transform(q)
for a in (0.0, 0.7, 2.0, 5.0):
    assert abs(np.sum(area * n * j0(a * r)) - density_transform(a)) < 1e-9
U = 0.5 * np.sum(wq * nq**2)
Ex = -U / 2


def orbital_potential(a):
    def integrand(b):
        return (4 * b * density(b) / 2
                * ellipkm1(((a - b) / (a + b))**2) / (a + b))
    return (quad(integrand, 0, a, epsabs=1e-10, limit=100)[0]
            + quad(integrand, a, a + 8, epsabs=1e-10, limit=100)[0])


ro, wo = gauss(0, 7, 44)
orbital_v = np.array([orbital_potential(a) for a in ro])
Ex_orbital = -np.sum(wo * 2 * pi * ro * density(ro) / 2 * orbital_v)
assert abs(Ex_orbital - Ex) < 1e-7


def hartree_potential(a):
    return j0(np.outer(np.atleast_1d(a), q)) @ (wq * nq)


assert np.allclose(hartree_potential(ro), 2 * orbital_v, atol=1e-7)

# LDA coefficient from the exchange hole of the uniform gas
hole_integral = quad(lambda u: (j1(u) / u)**2, 1e-12, 200, limit=1000)[0]
hole_integral += 1 / (2 * pi * 200**2)
test_n = 0.37
kF = np.sqrt(2 * pi * test_n)
eps_hole = -0.5 * (test_n / 2) * 2 * pi * 4 * hole_integral / kF
C_lda = 4 / 3 * np.sqrt(2 / pi)
assert abs(eps_hole / (-C_lda * np.sqrt(test_n)) - 1) < 1e-5


def libxc_per_electron(name, total_density, gradient):
    rho = np.zeros((4, len(total_density)))
    rho[0], rho[1] = total_density, gradient
    if name.startswith("LDA"):
        rho = rho[0]
    return libxc.eval_xc(name, rho, spin=0, deriv=1)[0]


# Read the fitted beta at s = 1, then test the functional form at other s
s_test = np.array([1.0, 0.2, 0.5, 3.0, 10.0, 50.0])
ones = np.ones(len(s_test))
eps_ref = libxc_per_electron("GGA_X_2D_B88", ones, s_test / np.sqrt(2))
bracket = -eps_ref / np.sqrt(0.5)
excess = bracket[0] - C_spin
beta = excess / (1 - 8 * excess * np.arcsinh(1.0))


def b88_bracket(s):
    return C_spin + beta * s**2 / (1 + 8 * beta * s * np.arcsinh(s))


assert np.allclose(b88_bracket(s_test[1:]), bracket[1:], rtol=1e-8)


def reduced_gradient(a):
    return np.abs(density_slope(a)) / 2 / (density(a) / 2)**1.5


def eps_b88(a):
    return -np.sqrt(density(a) / 2) * b88_bracket(reduced_gradient(a))


def eps_lda(a):
    return -C_lda * np.sqrt(density(a))


# Gaussian tail: B88 energy per electron must approach -1/(2r)
tail_r = np.array([5.0, 10.0, 20.0])
tail_ratio = -2 * tail_r * eps_b88(tail_r)
assert np.all(np.diff(np.abs(tail_ratio - 1)) < 0)
assert abs(tail_ratio[-1] - 1) < 0.03

# Exchange energies, errors, and the split of the errors at r = 1
density_exact = -n * hartree_potential(r) / 4
density_lda = n * eps_lda(r)
density_b88 = n * eps_b88(r)
assert abs(np.sum(area * density_exact) - Ex) < 1e-9
E_lda = np.sum(area * density_lda)
E_b88 = np.sum(area * density_b88)
for name, value in (("LDA_X_2D", E_lda), ("GGA_X_2D_B88", E_b88)):
    reference = np.sum(area * n * libxc_per_electron(name, n, slope))
    assert abs(reference - value) < 1e-6
err_lda, err_b88 = E_lda - Ex, E_b88 - Ex
assert abs(err_b88) < abs(err_lda)
inside = r < 1
split = [np.sum((area * (d - density_exact))[mask])
         for d in (density_lda, density_b88) for mask in (inside, ~inside)]

# Correlation energy and the virial theorem
weight = wt * t * (1 + t)**2 * np.exp(-t * t / 2)
W = np.sum(weight / t) / np.sum(weight)
assert abs(W - (2 + np.sqrt(2 * pi)) / norm_sum) < 1e-10
V_ext = np.sum(area * n * r * r / 2)
assert abs(V_ext - (E_total - W / 2) / 2) < 1e-9
Ts = np.sum(area * slope**2 / (8 * n))
T_exact = E_total - V_ext - W
Ec = E_total - Ts - V_ext - U - Ex
assert T_exact > Ts and Ec < 0

print("Two-electron 2D parabolic dot, omega = 1 (Hartree atomic units)")
print(f"local energy, mean over test points = {np.mean(local_energies):.5f} Hartree")
print(f"largest deviation from 3 = {np.max(np.abs(np.array(local_energies)-3)):.1e} Hartree")
print(f"normalization sum 3+sqrt(2 pi) = {norm_sum:.6f}")
print(f"integrated density = {electron_count:.8f} electrons")
print(f"LDA coefficient (4/3)sqrt(2/pi) = {C_lda:.6f}")
print(f"spin coefficient C = 8/(3 sqrt(pi)) = {C_spin:.6f}")
print(f"B88 beta read from libxc = {beta:.6f}")
print("r (bohr), n (bohr^-2), s, then exchange energy per electron (Hartree):")
print("    r       n        s      exact      LDA       B88")
for a in (0.0, 0.5, 1.0, 1.5, 2.0, 3.0):
    print(f"{a:5.1f} {density(a):9.6f} {reduced_gradient(a):8.4f}"
          f" {-hartree_potential(a)[0]/4:9.5f} {eps_lda(a):9.5f} {eps_b88(a):9.5f}")
for a, ratio in zip(tail_r, tail_ratio):
    print(f"B88 tail divided by -1/(2r), r = {a:.0f} bohr: {ratio:.4f}")
print(f"Hartree energy U = {U:.6f} Hartree")
print(f"exact exchange Ex = -U/2 = {Ex:.6f} Hartree")
print(f"real-space orbital exchange = {Ex_orbital:.6f} Hartree")
print(f"integral of n^(3/2) = {np.sum(area*n**1.5):.6f} bohr^-1")
print(f"2D LDA exchange = {E_lda:.6f} Hartree")
print(f"2D B88 exchange = {E_b88:.6f} Hartree")
print(f"B88 gradient contribution = {E_b88-E_lda:.6f} Hartree")
print(f"LDA error = {err_lda:+.6f} Hartree")
print(f"B88 error = {err_b88:+.6f} Hartree")
print(f"LDA error / |Ex| = {100*err_lda/abs(Ex):+.3f} percent")
print(f"B88 error / |Ex| = {100*err_b88/abs(Ex):+.3f} percent")
print(f"LDA error from r<1, r>1 = {split[0]:+.6f}, {split[1]:+.6f} Hartree")
print(f"B88 error from r<1, r>1 = {split[2]:+.6f}, {split[3]:+.6f} Hartree")
print(f"exact interaction energy W = {W:.6f} Hartree")
print(f"external energy V_ext = {V_ext:.6f} Hartree")
print(f"exact kinetic energy T = {T_exact:.6f} Hartree")
print(f"Kohn-Sham kinetic energy Ts = {Ts:.6f} Hartree")
print(f"correlation energy Ec = {Ec:.6f} Hartree")
print("done: every assertion held")
```

Running it gives:

```
Two-electron 2D parabolic dot, omega = 1 (Hartree atomic units)
local energy, mean over test points = 3.00000 Hartree
largest deviation from 3 = 5.7e-07 Hartree
normalization sum 3+sqrt(2 pi) = 5.506628
integrated density = 2.00000000 electrons
LDA coefficient (4/3)sqrt(2/pi) = 1.063846
spin coefficient C = 8/(3 sqrt(pi)) = 1.504506
B88 beta read from libxc = 0.007000
r (bohr), n (bohr^-2), s, then exchange energy per electron (Hartree):
    r       n        s      exact      LDA       B88
  0.0  0.436132   0.0000  -0.74922  -0.70257  -0.70257
  0.5  0.381519   1.2985  -0.69363  -0.65711  -0.66189
  1.0  0.236633   4.0271  -0.55201  -0.51751  -0.54400
  1.5  0.092730  11.0488  -0.39543  -0.32396  -0.38705
  2.0  0.021726  32.9016  -0.28188  -0.15681  -0.24744
  3.0  0.000245 500.3539  -0.17404  -0.01665  -0.11633
B88 tail divided by -1/(2r), r = 5 bohr: 0.8022
B88 tail divided by -1/(2r), r = 10 bohr: 0.9402
B88 tail divided by -1/(2r), r = 20 bohr: 0.9840
Hartree energy U = 2.172904 Hartree
exact exchange Ex = -U/2 = -1.086452 Hartree
real-space orbital exchange = -1.086452 Hartree
integral of n^(3/2) = 0.924717 bohr^-1
2D LDA exchange = -0.983756 Hartree
2D B88 exchange = -1.048844 Hartree
B88 gradient contribution = -0.065088 Hartree
LDA error = +0.102696 Hartree
B88 error = +0.037608 Hartree
LDA error / |Ex| = +9.452 percent
B88 error / |Ex| = +3.462 percent
LDA error from r<1, r>1 = +0.036848, +0.065848 Hartree
B88 error from r<1, r>1 = +0.025922, +0.011686 Hartree
exact interaction energy W = 0.818401 Hartree
external energy V_ext = 1.295400 Hartree
exact kinetic energy T = 0.886199 Hartree
Kohn-Sham kinetic energy Ts = 0.780987 Hartree
correlation energy Ec = -0.162839 Hartree
done: every assertion held
```
